\section*{Counting isotropic Cartesian tensors and averaging six rotation-matrix elements}

\section{Definitions and conventions}

Vectors have three real components, and repeated Cartesian indices are summed. A proper rotation is a real matrix $R$ with $RR^{T}=I$ and $\det R=+1$. A tensor of rank $n$ transforms as
\begin{equation}
T'_{i_1\ldots i_n}=R_{i_1a_1}\cdots R_{i_na_n}T_{a_1\ldots a_n}.
\end{equation}
It is isotropic if $T'=T$ for every proper rotation. Let $N_n$ be the number of linearly independent isotropic tensors of rank $n$.

In an orientational average, $i$ labels laboratory axes and $a$ molecular axes, so that $v_i^{\rm lab}=R_{ia}v_a^{\rm mol}$. Angle brackets denote the uniform average over rotations, in Euler angles
\begin{equation}
\langle X\rangle=\frac{1}{8\pi^2}\int_0^{2\pi}\!d\alpha\int_0^{\pi}\!\sin\beta\,d\beta\int_0^{2\pi}\!d\gamma\;X(R).
\end{equation}
This measure is unchanged under $R\to QR$ for a fixed rotation $Q$, and under $R\to R^{-1}$.

A pairing $r$ divides the six index positions into three pairs. There are $5\cdot3\cdot1=15$ pairings. Each defines a product of deltas, for instance $f_r(i)=\delta_{i_1i_2}\delta_{i_3i_4}\delta_{i_5i_6}$. The scalar product of two tensors is the sum of products of their components. The result for rank six is
\begin{equation}
\langle R_{i_1a_1}\cdots R_{i_6a_6}\rangle=\sum_{r,s}f_r(i)\,M_{rs}\,f_s(a),
\label{eq:main}
\end{equation}
\begin{equation}
M_{rs}=\frac{1}{210}\begin{cases}16,& r=s,\\-5,& r,s\text{ share one pair},\\2,& r,s\text{ share no pair}.\end{cases}
\label{eq:M}
\end{equation}
Two pairings cannot share just two pairs, because the third pair would then also agree. The entries belong to deltas with unit coefficient; rescaling the $f_r$ changes them.

\section{The number of isotropic tensors}

A rotation by a small angle $\theta$ about axis $k$ changes a vector by $\delta v_i=\theta\,\epsilon_{ikj}v_j$. Writing it as $I-i\theta J_k$ gives the Hermitian generator $(J_k)_{ij}=-i\epsilon_{kij}$. The vectors $e_x\pm ie_y$ and $e_z$ are eigenvectors of $J_z$ with eigenvalues $\pm1$ and $0$. One Cartesian index therefore carries angular momentum 1, and a tensor of rank $n$ lives in the product of $n$ such spaces.

Every proper rotation is a rotation by a finite angle about some axis, hence an exponential of generators. A tensor is thus isotropic if and only if all three components of the total $\mathbf J$ annihilate it, which means total angular momentum $J=0$.

Decompose the product space into multiplets. A multiplet with $J\ge1$ has one state with projection $M=0$ and one with $M=1$. A multiplet with $J=0$ has a state with $M=0$ and none with $M=1$. Subtracting the dimensions of the two subspaces leaves the number of $J=0$ multiplets:
\begin{equation}
N_n=T(n,0)-T(n,1).
\end{equation}
Here $T(n,M)$ counts product states of total projection $M$. If $k$ factors have projection $-1$, then $k+M$ have $+1$ and the other $n-2k-M$ have $0$, so
\begin{equation}
T(n,M)=\sum_k\frac{n!}{k!\,(k+M)!\,(n-2k-M)!},
\end{equation}
with the sum over all $k\ge0$ for which no factorial has a negative argument. The projections use complex basis vectors, but invariance is a set of linear equations with real coefficients, whose solution space has the same dimension over real and complex numbers.

For ranks six and eight the terms are
\begin{align}
N_6&=(1+30+90+20)-(6+60+60)=141-126=15,\\
N_8&=(1+56+420+560+70)\nonumber\\
&\quad-(8+168+560+280)=1107-1016=91.
\end{align}
The full sequence for $n=0,\ldots,8$ is
\begin{equation}
N_n=1,\;0,\;1,\;1,\;3,\;6,\;15,\;36,\;91.
\end{equation}
It was tested against the rotational average of $({\rm tr}\,R)^n$, which is the trace of the projector introduced below, and up to rank six against the number of tensors annihilated by the generators.

The restriction to proper rotations matters at odd rank. Inversion multiplies a tensor of rank $n$ by $(-1)^n$. If reflections and inversion are also required to leave the tensor unchanged, all odd-rank entries become zero. The even-rank entries stay, since every improper operation is inversion times a proper rotation.

\section{Explicit tensors and their dependences}

The symbol $\delta_{ij}$ is isotropic because $RR^T=I$, and $\epsilon_{ijk}$ because $\det R=1$. Products of deltas, with one $\epsilon$ at odd rank, are therefore isotropic. For $n=0,\ldots,8$ there are $1,0,1,1,3,10,15,105,105$ of them. Their computed spans have dimensions equal to $N_n$, so they are complete at these ranks. They are too many at ranks five, seven and eight.

The reason is that no nonzero tensor in three dimensions is antisymmetric in four indices: two of the four must take the same value. At rank five this gives
\begin{equation}
\delta_{im}\epsilon_{jkl}-\delta_{jm}\epsilon_{ikl}+\delta_{km}\epsilon_{ijl}-\delta_{lm}\epsilon_{ijk}=0,
\end{equation}
whose left side is antisymmetric in $i,j,k,l$. There are five such identities, one for each choice of the index $m$. Each of the ten products occurs in two of them, with coefficients $\pm1$. Any two identities, with $m=a$ and $m=b$, share the product that contains $\delta_{ab}$. In a vanishing combination of the identities this product must cancel, so the coefficient of any one identity fixes all the others, including their signs. Up to an overall factor at most one such combination exists, and at least four identities are independent. Since $10-6=4$ is the number of dependences, these identities account for all of them.

At rank eight, divide the indices into two groups of four, $i_p$ and $j_q$. The determinant
\begin{equation}
\det\bigl(\delta_{i_pj_q}\bigr)_{p,q=1,\ldots,4}=0
\end{equation}
vanishes for the same reason. There are 35 divisions; a numerical rank calculation finds 14 independent identities among them, which is the required $105-91$.

\section{The average as a projector}

Collect the six laboratory indices into one index $i$ and the six molecular indices into $a$, and let $P_{ia}$ be the left side of Eq.~\eqref{eq:main}. Three properties determine $P$.

First, a further rotation $Q$ of the laboratory indices replaces $R$ by $QR$ in the average and changes nothing. For any tensor $T$, the tensor $PT$ is therefore isotropic. Second, if $T$ is already isotropic, every rotation in the average leaves it alone and $PT=T$. These two statements give $P^2=P$. Third, $R^T=R^{-1}$ and the measure is invariant under inversion of the group element, so $P^T=P$. Thus $P$ is the orthogonal projector on isotropic tensors.

Let the $f_r$ be a basis of that space, with Gram matrix $G_{rs}=f_r\cdot f_s$. Write $PT=\sum_rc_rf_r$. The remainder $T-PT$ is orthogonal to every $f_s$, hence
\begin{equation}
f_s\cdot T=\sum_rG_{sr}c_r,\qquad c_r=\sum_s(G^{-1})_{rs}\,(f_s\cdot T).
\end{equation}
Since $T$ is arbitrary,
\begin{equation}
P=\sum_{r,s}f_r\,(G^{-1})_{rs}\,f_s^{T},
\end{equation}
which is Eq.~\eqref{eq:main} with $M=G^{-1}$. It remains to show that $G$ can be inverted. The 15 delta products are then independent, and because $N_6=15$ they form a basis.

\section{The Gram matrix and its inverse}

Draw the six positions as points and the pairs of $r$ and $s$ as lines. Each point meets one line from $r$ and one from $s$, so the lines form closed loops. Contracting the deltas around a loop leaves $\delta_{ii}=3$. Equal pairings give three loops, pairings that share one pair give two, and pairings that share none give a single hexagon. The entries of $G$ are 27, 9 and 3.

For a given $r$, a pairing sharing one pair is found by keeping one of three pairs and rejoining the other four points in one of two new ways. This gives 6 pairings and leaves $15-1-6=8$ that share none. Let $A$ and $B$ be the matrices with entry 1 for one and for no shared pair, and 0 otherwise. Let $U$ be the matrix of ones, so that $B=U-I-A$. Then
\begin{equation}
G=27I+9A+3B=24I+6A+3U.
\end{equation}

The square of $A$ follows by counting: $(A^2)_{rs}$ is the number of pairings $t$ that share one pair with $r$ and one with $s$.
\begin{itemize}
\item If $r=s$, there are 6.
\item If $r$ and $s$ share one pair $p$, then $t$ may contain $p$ and join the other four points in the one way used by neither $r$ nor $s$. If $t$ omits $p$, it needs one pair from $r$ and a different one from $s$ among those four points. Such pairs always have a point in common, so $t$ cannot contain both. The count is 1.
\item If $r$ and $s$ share no pair, their lines alternate around a hexagon. A line of $r$ has one line of $s$ without a common point, the opposite side. These two lines fix $t$, whose third pair is a long diagonal. There are three lines of $r$ to start from, so the count is 3.
\end{itemize}
Therefore
\begin{equation}
A^2=6I+A+3B=3I-2A+3U.
\end{equation}

On the uniform vector, $A$ has eigenvalue 6 and $U$ has eigenvalue 15, so $G$ has eigenvalue $24+36+45=105$. On vectors whose components sum to zero, $U$ gives zero and
\begin{equation}
A^2+2A-3=(A-1)(A+3)=0.
\end{equation}
The eigenvalues of $A$ there are $1$ and $-3$, with multiplicities $m_1$ and $m_2$. The diagonal of $A$ is zero, so $6+m_1-3m_2=0$. Together with $m_1+m_2=14$ this gives $m_1=9$ and $m_2=5$. The corresponding eigenvalues of $G$ are $24+6=30$ and $24-18=6$. None vanishes, and $G$ is invertible.

The inverse has the same form, $G^{-1}=uI+vA+wU$. Its eigenvalues must be the reciprocals:
\begin{align}
u+v&=\tfrac1{30},\\
u-3v&=\tfrac16,\\
u+6v+15w&=\tfrac1{105}.
\end{align}
Subtracting the second equation from the first gives $4v=-\tfrac4{30}$, so $v=-\tfrac1{30}$ and $u=\tfrac1{15}$. The third becomes $15w=\tfrac1{105}-\tfrac1{15}+\tfrac15=\tfrac{15}{105}$, so $w=\tfrac1{105}$. The three kinds of entry are
\begin{align}
u+w&=\tfrac{14+2}{210}=\tfrac{16}{210},\\
v+w&=\tfrac{-7+2}{210}=-\tfrac5{210},\\
w&=\tfrac2{210},
\end{align}
as stated in Eq.~\eqref{eq:M}. All 531\,441 components of the resulting average were tested against direct integration over rotations. The largest absolute difference is $5\times10^{-16}$, at the level of rounding.

\subsection{Rank four and other dimensions}

At rank four there are three pairings, and two different ones share no pair. The Gram matrix is $6I+3U$, with 9 on the diagonal and 3 elsewhere. Here $U^2=3U$, and solving $(6I+3U)(uI+wU)=I$ gives $6u=1$ and $15w+3u=0$. The inverse has diagonal entries $\tfrac16-\tfrac1{30}=\tfrac4{30}$ and off-diagonal entries $-\tfrac1{30}$.

In $d$ dimensions a loop is worth $d$. At rank six the Gram matrix becomes
\begin{equation}
d^3I+d^2A+dB=(d^3-d)I+(d^2-d)A+dU.
\end{equation}
For $A=6$, $1$ and $-3$ its eigenvalues are
\begin{equation}
d(d+2)(d+4),\quad d(d-1)(d+2),\quad d(d-1)(d-2).
\end{equation}
They reduce to 105, 30 and 6 at $d=3$. The last is zero at $d=2$: when all indices are restricted to two dimensions the 15 products are dependent. Equation~\eqref{eq:M} must not be used for molecules that turn only in a plane, because their orientations do not cover all rotations in space.

\section{Use in a calculation}

For a molecular tensor $T_{a_1\ldots a_6}$ and fixed laboratory indices,
\begin{equation}
\langle T_{i_1\ldots i_6}\rangle=\sum_sc_s\,(f_s\cdot T),\qquad c_s=\sum_rf_r(i)M_{rs}.
\label{eq:use}
\end{equation}
One lists the pairings in any order and fills $M$ by counting shared pairs. The same order must be used for $f_r$ and $f_s$. The numbers $c_s$ depend on the measurement geometry, and the 15 contractions $f_s\cdot T$ on the molecule, so each set is computed once.

Two simple checks detect a repeated pairing or a wrong overall factor. The second follows from the first, and neither detects a different order for $f_r$ and $f_s$ or wrong entries with the same row sum; for those, a component with mixed indices must be compared with direct integration. Each row of $M$ sums to
\begin{equation}
\frac{16-6\cdot5+8\cdot2}{210}=\frac{2}{210}=\frac1{105}.
\label{eq:row}
\end{equation}
If all laboratory and all molecular indices are $Z$, every $f_r$ equals 1 and the average is $15/105=1/7$. This agrees with $\langle\cos^6\beta\rangle=\tfrac12\int_{-1}^{1}x^6dx=\tfrac17$. At rank four the same check gives $3\cdot\tfrac{2}{30}=\tfrac15=\langle\cos^4\beta\rangle$.

At rank eight the Gram matrix of all 105 delta products is singular. One may select 91 independent products, or replace the inverse by the pseudo-inverse $G^{+}$. The second choice is valid because, if the products are the rows of $F=V\Sigma W^T$ in singular-value form with nonzero singular values, then $F^T(FF^T)^{+}F=WW^T$, the orthogonal projector on their span.

The average assumes uniformly distributed orientations. In a sample aligned by poling or by shear flow the weight is not invariant under $R\to QR$, and $P$ is no longer this projector.

\section{Second-harmonic scattering}

Consider independent molecules in a liquid, driven by light polarised along $Z$. Their phases are taken as random, so that intensities add. For observation along $Y$, the signals polarised along $Z$ and $X$ are then proportional, with a common factor, to $\langle\beta_{ZZZ}^2\rangle$ and $\langle\beta_{XZZ}^2\rangle$, where $\beta_{ijk}$ is the hyperpolarizability defined by
\begin{equation}
\mu_i=\mu_i^{(0)}+\alpha_{ij}F_j+\tfrac12\beta_{ijk}F_jF_k+\ldots
\end{equation}
Let $\beta$ be real and symmetric in all three indices, as holds in the static limit. The contractions in Eq.~\eqref{eq:use}, with $T=\beta_{a_1a_2a_3}\beta_{a_4a_5a_6}$, then take two values:
\begin{equation}
a=\beta_{ijj}\beta_{ikk},\qquad b=\beta_{ijk}\beta_{ijk}.
\end{equation}
Six pairings join each index of the first factor to one of the second and give $b$. The other nine join one index of each factor across and contract the rest within the factors; they give $a$.

For $ZZZ$ all $f_r(i)=1$, so $c_s=1/105$ by Eq.~\eqref{eq:row} and
\begin{equation}
\langle\beta_{ZZZ}^2\rangle=\frac{6b+9a}{105}.
\label{eq:zzz}
\end{equation}

For $XZZ$ the index $X$ stands at positions 1 and 4. The three pairings $r$ containing $(14)$ contribute. If $s$ also contains $(14)$, it equals one of them and shares one pair with the other two, so $210c_s=16-5-5=6$. If $s$ does not contain $(14)$, it joins 1 and 4 to two other points and has one pair left. One of the three $r$ contains that pair and the other two share nothing with $s$, so $210c_s=-5+2+2=-1$. Of the six pairings of type $b$, two contain $(14)$; of the nine of type $a$, one does. Hence
\begin{align}
\langle\beta_{XZZ}^2\rangle&=\frac{(2\cdot6-4)\,b+(6-8)\,a}{210}\nonumber\\
&=\frac{4b-a}{105}.
\label{eq:xzz}
\end{align}

The range of the ratio follows from separating the vector part of $\beta$. With $v_i=\beta_{ijj}$, the tensor $\tfrac15(\delta_{ij}v_k+\delta_{ik}v_j+\delta_{jk}v_i)$ has the same trace as $\beta$. Its squared norm is $\tfrac1{25}(9+6)v^2=\tfrac35a$. The remainder is traceless, hence orthogonal to it, and has squared norm $b_3=b-\tfrac35a\ge0$. The ratio
\begin{equation}
\rho=\frac{\langle\beta_{ZZZ}^2\rangle}{\langle\beta_{XZZ}^2\rangle}=\frac{6b+9a}{4b-a}
\end{equation}
grows with $a/b$. It runs from $3/2$ for a purely octupolar tensor, $a=0$, to 9 for a pure vector part, $b=\tfrac35a$. A tensor with the single component $\beta_{zzz}$ has $a=b$ and $\rho=5$.

At finite frequency $\beta$ need not be symmetric in all indices. Equations~\eqref{eq:zzz} and~\eqref{eq:xzz} can then fail, while Eq.~\eqref{eq:use} still holds with the separate contractions. For complex $\beta$ the second factor is $\beta^*$.

\subsection{A model molecule}

Let a classical charge $-e$, with $e>0$, move in the potential
\begin{equation}
V=\tfrac12k\,x_ix_i+\tfrac16g_{ijk}x_ix_jx_k,
\end{equation}
with symmetric $g$. A static field $F$ adds the energy $+eF_ix_i$. Force balance near the origin reads
\begin{equation}
kx_i+\tfrac12g_{ijk}x_jx_k=-eF_i.
\end{equation}
To first order $x_i=-eF_i/k$. Inserting this in the quadratic term gives
\begin{equation}
x_i=-\frac{eF_i}{k}-\frac{e^2}{2k^3}g_{ijk}F_jF_k+O(F^3).
\end{equation}
The dipole is $\mu_i=-ex_i$, and comparison with the definition of $\beta$ yields $\beta_{ijk}=e^3g_{ijk}/k^3$.

Take $k=10$~eV/\AA$^2$, $g_{zzz}=30$~eV/\AA$^3$ and $g_{zxx}=-10$~eV/\AA$^3$ with its permutations; all other components vanish. In units of $e^3$\,\AA$^3$/eV$^2$, $\beta_{zzz}=30/10^3=0.03$ and $\beta_{zxx}=-0.01$. A finite-field calculation gives $0.030001$ and $-0.010000$. A central second difference with a finite step also contains higher even orders of the response, so a small deviation is expected.

The trace vector has one component, $v_z=0.03-0.01=0.02$. In squared units of $\beta$,
\begin{align}
a&=0.02^2=4.0\times10^{-4},\\
b&=0.03^2+3(0.01)^2=1.2\times10^{-3},\\
\langle\beta_{ZZZ}^2\rangle&=\frac{(72+36)\times10^{-4}}{105}=1.029\times10^{-4},\\
\langle\beta_{XZZ}^2\rangle&=\frac{(48-4)\times10^{-4}}{105}=4.19\times10^{-5}.
\end{align}
Direct integration over orientations gives the same two values, as the numerical output shows. The ratio is $\rho=108/44=2.45$. It lies near the octupolar end of the range because the vector part supplies $\tfrac35a/b=20\%$ of the squared norm. The root of the summed averages is $0.0120\,e^3$\,\AA$^3$/eV$^2$, or 60.1 atomic units.

These numbers describe the classical static model. Zero-point motion, frequency dependence, local fields in the liquid and correlations between molecules are left out. The first two alter $\beta$ itself, and zero-point motion is not a small effect here. The cubic well is only metastable: its lowest saddle point lies at $z=-2k/g_{zzz}=-0.67$~\AA, with a barrier of $0.74$~eV. The zero-point energy along $z$, $\tfrac12\hbar\sqrt{k/m}$, is $4.4$~eV for the mass of an electron, far above the barrier, and $0.10$~eV for the mass of a proton, where the first correction in $\hbar$ raises $\beta_{zzz}$ by about 20\%. The model supplies a symmetric tensor for the averaging formulas and does not represent the electronic response of a real molecule. If the phases are not random, orientational correlations can add interference terms, which are products of the hyperpolarizabilities of two different molecules and are not contained in the averaged squares used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rank | T(n,0) | T(n,1) | isotropic | products | their span
0 | 1 | 0 | 1 | 1 | 1
1 | 1 | 1 | 0 | 0 | 0
2 | 3 | 2 | 1 | 1 | 1
3 | 7 | 6 | 1 | 1 | 1
4 | 19 | 16 | 3 | 3 | 3
5 | 51 | 45 | 6 | 10 | 6
6 | 141 | 126 | 15 | 15 | 15
7 | 393 | 357 | 36 | 105 | 36
8 | 1107 | 1016 | 91 | 105 | 91
kernel of infinitesimal rotations agrees for ranks 0 to 6
rank 8: determinant identities: 35 ; independent: 14
pairs shared | number per row | Gram entry | 210 x inverse entry
3 | 1 | 27 | 16.000000
1 | 6 | 9 | -5.000000
0 | 8 | 3 | 2.000000
Gram eigenvalues: [6, 30, 105] ; multiplicities: [5, 9, 1]
largest error among 531441 averages: 5.0e-16
210 <beta_ZZZ^2>: coefficient of b = 12 ; of a = 18
210 <beta_XZZ^2>: coefficient of b = 8 ; of a = -2
k = 10.0 eV/angstrom^2
g_zzz = 30.0, g_zxx = -10.0 eV/angstrom^3
beta_zzz = 0.0300, beta_zxx = -0.0100 e^3 angstrom^3/eV^2
finite field: beta_zzz = 0.030001, beta_zxx = -0.010000 e^3 angstrom^3/eV^2
a = 4.0000e-04, b = 1.2000e-03 (e^3 angstrom^3/eV^2)^2
<beta_ZZZ^2> = 1.02857e-04 (e^3 angstrom^3/eV^2)^2
  by quadrature 1.02857e-04 (e^3 angstrom^3/eV^2)^2
<beta_XZZ^2> = 4.19048e-05 (e^3 angstrom^3/eV^2)^2
  by quadrature 4.19048e-05 (e^3 angstrom^3/eV^2)^2
ratio ZZZ/XZZ = 2.4545 (no unit)
root of summed averages = 0.01203 e^3 angstrom^3/eV^2
root of summed averages = 60.121 atomic units
\end{verbatim}
